# Size-Resolved Capture Numbers from Kinetic Monte Carlo with Counting Errors

## Dimensions and definition

On a surface, the attachments to islands of $s$ atoms per unit area and time have dimension $[\text{length}]^{-2}[\text{time}]^{-1}$. A diffusion coefficient times two surface densities has the same dimension. If adatoms diffuse independently, the attachment rate is proportional to their density; it is also proportional to the number of islands available. The form is therefore

$$
\text{attachments per area and time}=\sigma_s\,D\,N_1N_s ,\tag{1}
$$

where $\sigma_s$, the capture number, is dimensionless. It can still depend on $s$, on coverage, on $D/F$ and on the arrangement of the islands.

We use a square lattice with spacing $a$ and measure densities per site. $N_1$ is the adatom density, $N_s$ the density of islands with $s\ge2$ atoms, and $F$ the flux in monolayers (ML) per unit time. $D$ is the hop rate to each of the four neighbours. The total hop rate is $4D$, so the mean squared displacement is $4Da^2t$ and the diffusion coefficient is $Da^2$.

Attachment is irreversible and occurs on nearest-neighbour contact. An island with its ring of neighbouring sites has a trapping area of $\kappa_s$ sites. Atoms deposited there are direct hits, not diffusive attachments. For $s\ge3$, neglecting coalescence,

$$
\frac{dN_s}{dt}=DN_1(\sigma_{s-1}N_{s-1}-\sigma_sN_s)
+F(\kappa_{s-1}N_{s-1}-\kappa_sN_s).\tag{2}
$$

Two adatoms form a dimer at rate $\sigma_1DN_1^2$ per site. Each such event removes two adatoms, so diffusive nucleation contributes $-2\sigma_1DN_1^2$ to $dN_1/dt$.

## From a count to a capture number

Let the periodic box have $L^2$ sites, $n$ adatoms and $n_s$ islands of size $s$. During an interval, $M_s$ adatoms attach by diffusion to islands whose size just before the event is $s$. Equation (1) refers to unit area, so the count must be divided by $L^2$. With $N_1=n/L^2$ and $N_s=n_s/L^2$, the expected count is

$$
\langle M_s\rangle=L^2\int\sigma_sD\frac{n}{L^2}\frac{n_s}{L^2}\,dt
=\frac{\sigma_sD}{L^2}X_s,\qquad X_s=\int n\,n_s\,dt .
$$

Solving for $\sigma_s$ gives the estimator

$$
\boxed{\hat\sigma_s=\frac{M_sL^2}{D X_s}},\qquad
\delta\hat\sigma_s\simeq\frac{\hat\sigma_s}{\sqrt{M_s}} .\tag{3}
$$

For several runs, $M_s$ and $X_s$ are summed separately before division. This weights each run by its exposure and avoids averaging ratios with small denominators.

Kinetic Monte Carlo supplies a microscopic reason for (3). In a given configuration, let $k_s$ be the number of possible hops that attach an adatom to a size-$s$ island. The total event rate is $R=4Dn+FL^2$. The next event is such an attachment with probability $Dk_s/R$, and the mean waiting time is $1/R$. Hence

$$
\left\langle \Delta M_s\right\rangle=\frac{Dk_s}{R}
=Dk_s\langle\Delta t\rangle .
$$

Summing over events shows that the count minus its integrated rate has zero mean. It also permits each random waiting time in $X_s$ to be replaced by $1/R$, which removes a source of noise. Whether an event belongs to the interval must be decided before the event is drawn; otherwise the selection could favour attachments.

If $\sigma_s$ changes during the interval, (3) gives its average weighted by $n\,n_s$. The ratio of two fluctuating sums also has a bias of relative order $1/M$, which is smaller than the relative error $1/\sqrt M$ when counts are large.

### Adatom pairs

For $s=1$, an adatom can meet $n-1$ others, not itself. The exposure is therefore

$$
X_1=\int n(n-1)\,dt .
$$

If $n$ has a Poisson distribution with mean $\mu$,

$$
\langle n(n-1)\rangle=\sum_{n=2}^{\infty}\frac{e^{-\mu}\mu^n}{(n-2)!}
=\mu^2,\qquad
\langle n^2\rangle=\mu^2+\mu .
$$

Thus $X_1$ reproduces the mean-field product even in a small box. Using $n^2$ would multiply $\hat\sigma_1$ by $\mu/(1+\mu)$. The error disappears for $\mu\gg1$.

### Length of the interval

Suppose the starting value $n_s(0)$ is used throughout an interval $\tau$. To first order, $n_s(t)=n_s(0)+\dot n_s t$, whose time average is $n_s(0)+\dot n_s\tau/2$. With steady $n$, the inferred capture number is too large by the relative amount

$$
\frac{\dot n_s\tau}{2n_s(0)} .
$$

It is too small if $n_s$ is falling. Integrating the current $n_s$ removes this bias, but the interval must still be short enough that $\sigma_s$ itself changes little. An interval much longer than the adatom lifetime also averages over fluctuations of $n$.

## An independent value from diffusion

Freeze the islands and let $n(\mathbf x)$ now denote the mean adatom density at site $\mathbf x$. Gain by deposition and hopping must balance loss:

$$
0=F+D\sum_{\mathbf y\sim\mathbf x}[n(\mathbf y)-n(\mathbf x)]
\equiv F+D\Delta n(\mathbf x).\tag{4}
$$

Here $\mathbf y\sim\mathbf x$ denotes nearest neighbours, and $n=0$ on trapping sites. The diffusive current into island $i$ is

$$
J_i=D\sum_{\mathbf t\in i}\sum_{\mathbf y\sim\mathbf t}n(\mathbf y),
\qquad \sigma_i=\frac{J_i}{DN_1},\tag{5}
$$

where $\mathbf t$ runs over its trapping sites and $N_1$ is the mean of $n(\mathbf x)$ over the whole box. The capture area, in sites, is $J_i/F=\sigma_iDN_1/F$. At common $N_1$ and $F$, a larger capture number means a proportionally larger capture area.

During growth, adatoms are also lost by nucleation. Replacing the loss $2\sigma_1DN_1^2$ by the local linear loss $2\sigma_1DN_1n(\mathbf x)$ gives

$$
-\Delta n+2\sigma_1N_1n=F/D .\tag{6}
$$

This sink has the correct spatial average but neglects the extra nucleation where the density is high.

### One single-site trap

Let only the origin trap adatoms. In steady state $J=F(L^2-1)$. At the origin $n=0$, so $-D\Delta n(0)=-J=F-FL^2$. Equation (4) then holds on all sites in the form

$$
-D\Delta n(\mathbf x)=F-FL^2\delta_{\mathbf x,0}.
$$

A Fourier mode is an eigenfunction of $-\Delta$ with eigenvalue $\varepsilon_{\mathbf k}=4-2\cos k_x-2\cos k_y$. Therefore

$$
n(\mathbf x)=N_1-\frac FD\sum_{\mathbf k\ne0}
\frac{e^{i\mathbf k\cdot\mathbf x}}{\varepsilon_{\mathbf k}} .
$$

The condition $n(0)=0$ gives $N_1=FL^2g/D$, with $g=L^{-2}\sum_{\mathbf k\ne0}\varepsilon_{\mathbf k}^{-1}$. Hence

$$
\sigma=\frac{F(L^2-1)}{DN_1}=\frac{1-L^{-2}}{g}.
$$

For $L=128$, this sum and the numerical diffusion solution both give $1.217970$. For large $L$, the small-$k$ part of $g$ is $\int d^2k/(4\pi^2k^2)\simeq(\ln L)/(2\pi)$, so $\sigma$ falls as $2\pi/\ln L$ to leading logarithmic order.

### Equal circular zones

A continuum estimate shows the effect of a finite trap. Put a disc of radius $R$ in a circular zone of radius $R_c$ with no current through its outer edge. With lengths in units of $a$, integrating the radial equation once gives

$$
r\frac{dn}{dr}=\frac{F}{2D}(R_c^2-r^2).
$$

Dividing by $r$ and integrating from $R$, where $n=0$, gives

$$
n(r)=\frac{F}{4D}\left[R^2-r^2+2R_c^2\ln(r/R)\right].
$$

Let $x=R^2/R_c^2$ and $u=r^2/R_c^2$. Averaging over the full zone,

$$
\begin{aligned}
N_1&=\frac{FR_c^2}{4D}\int_x^1[x-u+\ln(u/x)]\,du\\
&=\frac{FR_c^2}{8D}\left[-2\ln x-3+4x-x^2\right].
\end{aligned}
$$

The current is $J=\pi FR_c^2(1-x)$, so

$$
\sigma=\frac{8\pi(1-x)}{-2\ln x-3+4x-x^2}.\tag{7}
$$

For $x\ll1$ this becomes $2\pi/[\ln(R_c/R)-3/4]$. It increases with trap radius at fixed zone radius.

## Why the count has a square-root error

Consider frozen islands and independent adatoms deposited by a Poisson process. Each adatom receives a destination and a lifetime $\ell$ from its own random walk. Selecting those that reach island $i$ within a given time window is an independent selection from a Poisson process, so the selected number is Poisson distributed.

To find its mean, let adatoms be deposited outside the traps at total rate $G$, and let $p_i$ be the probability of ending at island $i$. For any value of $\ell$, the deposition times leading to capture in a window of length $\tau$ themselves span a length $\tau$. The mean is therefore $Gp_i\tau=J_i\tau$, whatever the lifetime distribution. The variance equals the mean, which gives the relative error $1/\sqrt{M_s}$ for a count over any set of islands.

The estimator also contains the measured adatom density. For a window of many lifetimes, edge effects are small. With frozen islands, $\hat\sigma_s$ is proportional to $M/T$, where

$$
M=\sum_j I_j,\qquad T=\int n\,dt\simeq\sum_j\ell_j .
$$

The sums run over captured adatoms, and $I_j=1$ if adatom $j$ reaches the chosen class. Let $\Lambda$ be the mean number of captures by all islands, $p$ the class share, $\bar\ell$ the mean lifetime, and $r$ the mean lifetime within the class divided by $\bar\ell$. Since the number of terms is Poisson distributed,

$$
\begin{aligned}
\langle M\rangle&=\Lambda p, & \operatorname{var}M&=\Lambda p,\\
\langle T\rangle&=\Lambda\bar\ell, &
\operatorname{var}T&=\Lambda\langle\ell^2\rangle,\\
&&\operatorname{cov}(M,T)&=\Lambda pr\bar\ell .
\end{aligned}
$$

To first order, $\delta\hat\sigma/\sigma=\delta M/\langle M\rangle-\delta T/\langle T\rangle$. Squaring and averaging gives

$$
\frac{\operatorname{var}\hat\sigma}{\sigma^2}
=\frac{1/p-2r+c}{\Lambda}
=\frac{1+p(c-2r)}{\langle M\rangle},\qquad
c=\frac{\langle\ell^2\rangle}{\bar\ell^2}.\tag{8}
$$

For a narrow size class, $p\ll1$ and the counting error suffices. For all islands together, $p=r=1$ and the variance is $(c-1)/\Lambda$.

If no event is seen, $\sqrt{M_s}$ gives no useful error bar. A Poisson mean $m$ gives zero events with probability $e^{-m}$. Setting this to $0.05$ gives $m=3.0$, hence the 95% upper limit $\sigma_s<3.0\,L^2/(DX_s)$, with the error of $X_s$ neglected.

## Algorithm

1. Grow to the start of the interval, keeping the size of every island and the histogram $n_s$.
2. Before each event in the interval, add $n\,n_s/R$ to $X_s$ for $s\ge2$ and $n(n-1)/R$ to $X_1$.
3. If a hop causes attachment, add one to $M_s$ for the size before attachment. Keep direct hits in a separate count.
4. Sum counts and exposures over independent runs, then apply (3).
5. For run $q$ of $Q$, form the residual $e_q=M_{s,q}-X_{s,q}M_s/X_s$. Compare $\frac{Q}{Q-1}\sum_qe_q^2$ with $M_s$.

The residuals $e_q$ add to zero by construction, but their scatter estimates the variance of $M_s-\sigma_sDX_s/L^2$, where $\sigma_s$ is the true capture number. It includes differences between island arrangements, which a Poisson error for frozen islands leaves out.

## Worked example

The parameters are rough values in the regime of iron growth on Fe(100), somewhat below room temperature: barrier $0.45$ eV, attempt rate $10^{12}\ \mathrm{s^{-1}}$, $260$ K, $F=0.02$ ML/s and $a=0.287$ nm. Thus

$$
D=10^{12}e^{-0.45\,\mathrm{eV}/k_BT}\ \mathrm{s^{-1}}
=1.89\times10^3\ \mathrm{s^{-1}},\qquad
\frac DF=9.47\times10^4 .
$$

The diffusion coefficient is $1.56\times10^{-12}\ \mathrm{cm^2/s}$. There are 28 runs on $128\times128$ sites, measured from $0.09$ to $0.11$ ML, which takes $1.00$ s. A captured atom is placed on the empty site nearest the island centre, keeping islands compact. Atoms landing on an island join it at once, and touching islands keep separate labels.

For $s=16$, $M_s=311$. With time measured as deposited coverage, $D$ in (3) is replaced by $D/F$, and the summed exposure is $6.590$ ML. Therefore

$$
\hat\sigma_{16}=\frac{311\times16384}
{9.468\times10^4\times6.590}=8.17,\qquad
\delta\hat\sigma_{16}=\frac{8.17}{\sqrt{311}}=0.46 .
$$

Solving (6) on the island maps at $0.10$ ML gives $8.23$. Other sizes are:

| $s$ | $M_s$ | $\hat\sigma_s$ | diffusion |
|---:|---:|---:|---:|
| 2 | 114 | $5.05\pm0.47$ | 4.98 |
| 8 | 181 | $6.77\pm0.50$ | 6.90 |
| 14 | 319 | $9.01\pm0.50$ | 7.65 |
| 20 | 315 | $9.00\pm0.51$ | 8.90 |
| 28 | 177 | $10.82\pm0.81$ | 11.27 |

The value at $s=14$ differs by $2.7$ counting errors. Over 36 sizes, however, the mean squared deviation divided by the squared counting error is $0.86$, so the set shows no general disagreement. The diffusion values are not exact either: islands of one size differ in $\sigma$ by about 2, which leaves a noise of about $0.15$ to $0.25$ per size from 28 maps. The diffusion solution takes $\sigma_1$ and $N_1$ from the simulation for its small nucleation sink, but not the island attachment counts. Its adatom density, $1.63\times10^{-4}$ per site, agrees with the simulated $1.62\times10^{-4}$.

Islands up to the mean size of $16.4$ atoms have $\sigma=7.05\pm0.13$; larger ones have $10.34\pm0.16$. These are counting errors only. For such broad classes the scatter between runs can be larger: noise in the adatom density then matters, as (8) shows, and variations in the mix of sizes and surroundings can add to it. Step 5 of the algorithm, applied to the whole class, measures the total; under these growth conditions it is roughly three times the counting variance for each class, so the actual errors are nearer $\pm0.25$ and $\pm0.3$, and about $\pm0.2$ for the mean over all islands. The gap between the two classes remains much larger than these errors. The corresponding capture areas are $8.9$ and $13.0\ \mathrm{nm^2}$. Larger islands thus collect from larger areas in this model. The comparison does not separate the effect of their longer edges from that of their surroundings.

The island density is $0.00609$ per site, or $7.4\times10^{12}\ \mathrm{cm^{-2}}$, and the mean capture number is $8.60$. The atom budget, relative to the flux, is

$$
\begin{aligned}
\text{attachment: }&8.60(9.47\times10^4)(1.616\times10^{-4})(0.00609)=0.801,\\
\text{nucleation: }&2(4.39)(9.47\times10^4)(1.616\times10^{-4})^2=0.022,\\
\text{direct hits: }&0.186 .
\end{aligned}
$$

The sum is $1.009$; using the counts directly, instead of products of averages, gives $1.006$. About $28\times0.02\times16384=9175$ atoms are deposited in the interval, so a fluctuation of about 1% is expected.

Equation (7), with the trapping fraction $x=0.184$, gives $\sigma=18.9$, more than twice the simulated mean. The diffusion solution on the actual maps gives $8.48$. Equal circular zones with a continuum boundary are therefore a poor substitute for the island map here; the separate effects of disorder and lattice spacing were not determined.

## Reading the errors

The adatom lifetime on one frozen map is $9.8$ ms, about one hundredth of the interval. An island, however, gains about $7325/(28\times0.00609\times16384)=2.6$ atoms by diffusion during the interval. Starting densities are then unsuitable: for sizes at least $1.4$ times the mean, they inflate $\sigma$ by a factor $1.37$. Counting direct hits as diffusive attachments inflates the mean $\sigma$ by a factor $1.23$. Using $n^2$ for adatom pairs would multiply $\sigma_1$ by $0.73$, in agreement with $\mu/(1+\mu)$ for $\mu=2.65$.

The Poisson law was tested with independent walkers among the frozen islands of one run. Over 399 windows, the count variance divided by the mean, averaged over sizes, was $1.00$. For all islands, $c=2.68$ and $\Lambda=106618/399=267$, so (8) predicts a relative error per window of $\sqrt{1.68/267}=0.079$. The observed scatter is $0.077$, while counting alone gives $0.061$. For islands up to the mean size the corresponding values are $0.111$, $0.102$ and $0.096$. The formula is 8% above the observed scatter in this case. A scatter estimated from 399 windows has a relative error of $1/\sqrt{2\times398}=3.5\%$, so the difference is about two standard errors.

In the growth runs, the residual variance is $1.08$ times the counting variance, averaged over sizes. For this interval and these narrow classes, $1/\sqrt{M_s}$ is therefore a good error estimate. It need not remain so for broad classes. There $p$ in (8) is no longer small, so noise in the adatom density contributes; an island can also capture several atoms without leaving the class, so differences between surroundings can add further scatter. In a class of a single size, an island captures at most one atom before it leaves the class.

## Relation to a real surface

The model treats Fe(100) as a perfect lattice with immobile, stable dimers. It also keeps islands compact by moving each captured atom at once, which assumes fast diffusion along island edges; whether this holds at $260$ K was not examined. The values depend strongly on it: if atoms instead stick where they arrive, the trapping fraction rises from $0.18$ to about $0.23$ and the mean $\sigma$ from $8.6$ to about $12.5$. The capture numbers above therefore belong to compact islands, not to Fe(100) as such. A dimer waits $0.65$ s on average for its next adatom to arrive by diffusion; direct hits shorten the wait to about $0.59$ s. With a rough bond energy of $0.6$ eV, the expected number of breakups in that time is $2\times10^{-8}$; with a rough desorption energy of $4$ eV, evaporation is negligible. Dimer motion is less secure: a dimer would typically move before growing if its barrier were below about $0.61$ eV, for a total attempt rate of $10^{12}\ \mathrm{s^{-1}}$. If that rate applies to each of four equivalent moves, the limit rises by $k_BT\ln4=0.03$ eV. Its effect on $\sigma_s$ was not computed.

Real atoms landing on an island need time to descend. For a rough additional step barrier of $0.05$ eV, the estimated chance that a second atom lands during that stay is $2\times10^{-3}$. Coalescence matters more: 6% of the islands touch another. If they touch in pairs, merging them lowers the island number by 3% and, at fixed adatom density and total current, raises the mean $\sigma$ by about 3%. Finally, $D$ changes by 7.7% per kelvin at this temperature. If attachment counts and densities were measured on a real surface, an error in the assumed $D$ would enter $\hat\sigma_s$ inversely and could exceed the counting error. The remaining values are given in the numerical output.

## Calculated quantities

```
Barrier 0.45 eV, attempt rate 1.0e+12 1/s (rough)
Temperature 260 K, flux 0.02 ML/s, cell 0.287 nm
Hop rate per direction D: 1893.7 1/s; D/F: 9.4684e+04
Diffusion coefficient: 1.560e-12 cm2/s
Box 128 x 128 sites, 28 runs
Interval: 0.09 to 0.11 ML = 1.00 s
Adatom density N1: 1.616e-04 per site (KMC)
Adatom density N1: 1.627e-04 per site (diffusion eq.)
Island density: 0.00609 per site = 7.393e+12 cm^-2
Mean island size at mid-interval: 16.39 atoms
Diffusive attachments to islands, all runs: 7325
sigma_1: 4.39 +- 0.44 from 100 events
s, M_s, integral n n_s dt (ML), sigma_s, error, diffusion eq.
  2   114   3.9075   5.05  0.47   4.98
  4   127   4.0922   5.37  0.48   5.51
  6   152   4.2289   6.22  0.50   6.15
  8   181   4.6262   6.77  0.50   6.90
 10   191   5.2849   6.25  0.45   6.97
 12   246   5.5189   7.71  0.49   7.54
 14   319   6.1236   9.01  0.50   7.65
 16   311   6.5903   8.17  0.46   8.23
 18   330   6.6016   8.65  0.48   9.16
 20   315   6.0534   9.00  0.51   8.90
 22   295   4.7463  10.75  0.63   9.89
 24   236   4.0718  10.03  0.65  10.01
 26   227   3.1576  12.44  0.83  10.95
 28   177   2.8307  10.82  0.81  11.27
Mean sigma: KMC 8.599, diffusion eq. 8.483
Mean squared deviation / error^2, 36 sizes: 0.86
Run-to-run variance / counting variance: 1.08
sigma, small islands: 7.05 +- 0.13; capture area 8.88 nm2
sigma, large islands: 10.34 +- 0.16; capture area 13.03 nm2
Large-s sigma inflated by starting densities: x 1.372
<n(n-1)>/<n>^2: 1.004; <n(n-1)>/<n^2>: 0.727
Direct-hit share of flux: 0.1859; trapping area 0.1843
sigma inflated if direct hits are counted: x 1.231
Joint average / product of averages - 1: -0.40 %
One trap: sigma 1.217970, Fourier 1.217970
Frozen islands: 106618 captures, 399 windows, largest pull 1.84
Frozen islands: count variance / mean 1.000
Adatom lifetime 9.77 ms, <l^2>/<l>^2 2.681
Relative error per window: observed, full formula, 1/sqrt(M)
  islands up to mean size: 0.1024, 0.1110, 0.0960
  all islands: 0.0767, 0.0793, 0.0612
Dimer wait for next adatom: 0.65 s
Dimer breakups in that wait (bond 0.6 eV, rough): 1.7e-08
Dimers move in that wait if barrier < 0.609 eV
Desorption per adatom (4.0 eV, rough): 2.9e-68
Second atom on island top (step 0.05 eV, rough): 1.6e-03
Islands touching another: 6.01 %
Change of D per kelvin: 7.72 %
```
